# Cubic block structure of the single-site t-matrix up to l = 4

## Problem

A real, local, spin-independent potential $V(\mathbf r)$ vanishes for $r>R$ and is invariant under the full cubic group $O_h$ about the origin. In Hartree units $H=-\tfrac12\nabla^2+V$ and $k=\sqrt{2E}$. Define

$$t_{LL'}=\langle j_lY_L|T|j_{l'}Y_{L'}\rangle,\qquad T=V+VG_0T,$$

with $L=(l,m)$, spherical Bessel functions $j_l(kr)$, the outgoing free Green function $G_0$, and real harmonics $Y_{lm}$ (cosine for $m>0$, sine for $m<0$). For $l,l'\le4$ this is a $25\times25$ matrix. Which irreducible representations occur, which channels couple, and how many elements are independent?

## A tempting solution

Rotations and inversion do not change $l$, so each shell can be decomposed separately. A rotation by $\alpha$ has the character $\chi_l(\alpha)=1+2\sum_{m=1}^{l}\cos m\alpha$ in shell $l$. The classes of the rotation group $O$ give:

| | $E$ | $8C_3$ | $3C_2$ | $6C_4$ | $6C_2'$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |
| $\chi_2$ | 5 | −1 | 1 | −1 | 1 |
| $\chi_3$ | 7 | 1 | −1 | −1 | −1 |
| $\chi_4$ | 9 | 0 | 1 | 1 | 1 |

The multiplicity of $\Gamma$ is $\frac1{24}\sum_g\chi_\Gamma(g)\chi_l(g)$. For example, $A_2$ in $l=3$ gives $(7+8-3+6+6)/24=1$, and $A_1$ in $l=4$ gives $(9+0+3+6+6)/24=1$. The parity $(-1)^l$ adds the label $g$ or $u$. The shells $l=0$ and $l=1$ are the invariant and the vector $(x,y,z)$. Hence

- $l=0$: $A_{1g}$
- $l=1$: $T_{1u}$
- $l=2$: $E_g+T_{2g}$
- $l=3$: $A_{2u}+T_{1u}+T_{2u}$
- $l=4$: $A_{1g}+E_g+T_{1g}+T_{2g}$

By Schur's lemma $t$ is a constant on each irreducible piece. There are $1+1+2+3+4=11$ pieces, so $t$ has 11 independent elements and does not couple different $l$.

## Where it fails

The decomposition is right. The last step is wrong: the symmetry operations preserve $l$, but $t$ need not. Schur's lemma forbids coupling between *inequivalent* representations, and the list contains equivalent ones in different shells, such as $A_{1g}$ in $l=0$ and in $l=4$.

A first-order estimate shows that this coupling is real. Let $V$ contain the cubic function $A=x^4+y^4+z^4-\tfrac35$, written for a unit vector. The polynomial $x^4+y^4+z^4-\tfrac35r^4$ has Laplacian $12r^2-\tfrac35\cdot20r^2=0$, so $A$ is a pure $l=4$ invariant. Since $A_{1g}$ occurs once in $l=4$, $A=cK_4$, where $K_4$ is the normalized $A_{1g}$ harmonic with the sign of $A$. Then

$$\int Y_{00}\,A\,K_4\,d\Omega=\frac{c}{\sqrt{4\pi}}=\sqrt{\langle A^2\rangle},$$

since $c^2=\int A^2d\Omega=4\pi\langle A^2\rangle$, with $\langle\cdot\rangle$ the average over the sphere. From $\langle x^8\rangle=\tfrac19$, $\langle x^4y^4\rangle=\tfrac1{105}$ and $\langle x^4\rangle=\tfrac15$,

$$\langle A^2\rangle=\tfrac39+\tfrac6{105}-\tfrac9{25}=\tfrac{16}{525},\qquad \sqrt{\langle A^2\rangle}=\frac{4}{5\sqrt{21}}\approx0.175 .$$

This is not zero. If $V$ contains the term $v(r)A$, the first-order s–g element is this factor times $\int_0^R r^2j_0j_4\,v\,dr$. Symmetry does not force that integral to vanish, so apart from special profiles or energies $V$ scatters an s wave into a g wave.

## The right solution

**Symmetry condition.** Let $U_g$ be the operator of a group element. It commutes with $V$ and with $G_0$, hence with $T$. It acts on the angles alone, so it does not affect $j_l(kr)$.

Choose in every shell functions $|\Gamma a i\rangle$, where $a$ labels the occurrence of $\Gamma$ (here, its $l$) and $i$ the partner. Let the partners transform with the same real orthogonal matrices $D^\Gamma(g)$ for every $a$. Since $T=U_g^\dagger TU_g$, averaging over the group gives

$$\langle\Gamma ai|T|\Gamma'bj\rangle=\sum_{i'j'}\Big[\frac1{48}\sum_gD^\Gamma_{i'i}(g)D^{\Gamma'}_{j'j}(g)\Big]\langle\Gamma ai'|T|\Gamma'bj'\rangle .$$

The orthogonality theorem makes the bracket $\delta_{\Gamma\Gamma'}\delta_{i'j'}\delta_{ij}/d_\Gamma$, with $d_\Gamma$ the dimension of $\Gamma$. Therefore

$$\langle\Gamma ai|T|\Gamma'bj\rangle=\delta_{\Gamma\Gamma'}\delta_{ij}\,\tau^\Gamma_{ab}.$$

The block $\tau^\Gamma$ is the same for all partners, and symmetry puts no condition on its indices $a,b$.

**Reciprocity.** $G_0(\mathbf r,\mathbf r')$ is symmetric in its arguments and $V$ is local. So $T=V(1-G_0V)^{-1}$ has the transpose $(1-VG_0)^{-1}V$, which is the same operator. With real basis functions, $\tau^\Gamma_{ab}=\tau^\Gamma_{ba}$.

**Count.** Four representations occur twice: $A_{1g}$ (s, g), $T_{1u}$ (p, f), $E_g$ (d, g) and $T_{2g}$ (d, g). Three occur once: $A_{2u}$ (f), $T_{2u}$ (f) and $T_{1g}$ (g). The dimensions add up: $2(1+3+2+3)+1+3+3=25$. Symmetry alone leaves $4\cdot4+3=19$ complex elements, and reciprocity reduces them to

$$4\cdot3+3=15 .$$

These are the 11 diagonal constants of the first attempt plus four couplings: s–g, p–f and two of d–g type. For a spherical potential they collapse to 5. "Independent" means that symmetry imposes no further relation; a special potential may have accidental ones.

## Elements in the ordinary basis

Under a quarter turn about $z$, harmonics with $m=0,\pm4$ are unchanged and those with $m=\pm2$ change sign. Under $y\to-y$, cosine functions are even and sine functions odd. This identifies one partner of each representation:

| $\Gamma$ | partner like | functions |
|---|---|---|
| $A_{1g}$ | $1$ | $Y_{00},\ K_4$ |
| $T_{1u}$ | $z$ | $Y_{10},\ Y_{30}$ |
| $E_g$ | $x^2-y^2$ | $Y_{22},\ Y_{42}$ |
| $T_{2g}$ | $xy$ | $Y_{2,-2},\ Y_{4,-2}$ |
| $A_{2u}$ | $xyz$ | $Y_{3,-2}$ |
| $T_{2u}$ | $z(x^2-y^2)$ | $Y_{32}$ |
| $T_{1g}$ | $xy(x^2-y^2)$ | $Y_{4,-4}$ |

So $t_{10,30}$, for example, is directly the p–f element.

By the same rules $K_4=\alpha Y_{40}+\beta Y_{44}$, and it must take equal values on the $z$ and $x$ axes. In units of $\sqrt{9/4\pi}$, $Y_{40}$ is $1$ on $z$ and $\tfrac38$ on $x$, while $Y_{44}$ is $0$ on $z$ and $\sqrt{35}/8$ on $x$. Thus $\alpha=\tfrac38\alpha+\tfrac{\sqrt{35}}8\beta$, so $\beta/\alpha=5/\sqrt{35}=\sqrt{5/7}$. After normalization

$$K_4=\sqrt{\tfrac7{12}}\,Y_{40}+\sqrt{\tfrac5{12}}\,Y_{44},\qquad t_{00,40}=\sqrt{\tfrac7{12}}\,\tau_{sg},\quad t_{00,44}=\sqrt{\tfrac5{12}}\,\tau_{sg}.$$

The other partners of the $T$ representations follow by permuting the axes cyclically. The $x$ partner of $Y_{30}\propto5z^3-3zr^2$ is

$$5x^3-3xr^2=-\tfrac34x(5z^2-r^2)+\tfrac54x(x^2-3y^2),$$

as comparing the coefficients of $x^3$, $xy^2$ and $xz^2$ shows. The two terms are proportional to $Y_{31}$ and $Y_{33}$. With the normalization factors $\tfrac12$ for $Y_{30}$, $\tfrac{\sqrt6}4$ for $Y_{31}$ and $\tfrac{\sqrt{10}}4$ for $Y_{33}$, all times $\sqrt{7/4\pi}$, the partner is $-\sqrt{3/8}\,Y_{31}+\sqrt{5/8}\,Y_{33}$. The orthogonal combination belongs to $T_{2u}$. Hence

$$t_{31,33}=-\frac{\sqrt{15}}8\left(\tau^{T_{1u}}_{ff}-\tau^{T_{2u}}_{ff}\right).$$

In the ordinary basis $t$ is therefore not diagonal in $m$ even within one shell.

## A worked well

Take, for $r<R=2$ bohr,

$$V=-v_0-a\,\frac{x^4+y^4+z^4-\frac35r^4}{R^4}+b\,\frac{x^2y^2z^2}{R^6},$$

with $v_0=1$, $a=4$, $b=10$ and $E=2$ hartree, so $k=2$ bohr$^{-1}$.

To find $t$, let the potential grow outward in thin shells. Varying $T=V(1-G_0V)^{-1}$ gives $\delta T=(1+TG_0)\,\delta V\,(1+G_0T)$. Outside the part already built, $G_0=-2ik\sum_Lj_lh_lY_LY_L$, where $h_l$ is the outgoing Hankel function, so

$$\frac{dt}{dr}=r^2\,(j-2ik\,t\,h)\,\mathsf V(r)\,(j-2ik\,h\,t),\qquad t(0)=0.$$

Here $j,h$ are diagonal matrices and $\mathsf V_{LL'}=\int Y_LVY_{L'}d\Omega$. Runge–Kutta integration with all 81 channels $l\le8$ gives, in hartree bohr³:

| block | element | value |
|---|---|---|
| $A_{1g}$ | s–s | $-0.1150-0.1653i$ |
| | s–g | $+0.0134+0.0242i$ |
| | g–g | $-0.0268-0.0061i$ |
| $T_{1u}$ | p–p | $-0.1248-0.1240i$ |
| | p–f | $-0.0015-0.0068i$ |
| | f–f | $-0.1136-0.0737i$ |
| $E_g$ | d–d | $-0.1102-0.1819i$ |
| | d–g | $+0.0068+0.0135i$ |
| | g–g | $-0.0198-0.0025i$ |
| $T_{2g}$ | d–d | $-0.1246-0.1220i$ |
| | d–g | $+0.0067+0.0072i$ |
| | g–g | $-0.0121-0.0010i$ |
| $A_{2u}$ | f–f | $-0.0525-0.0115i$ |
| $T_{2u}$ | f–f | $-0.0932-0.0418i$ |
| $T_{1g}$ | g–g | $-0.0236-0.0023i$ |

All fifteen are different and none vanishes. In the ordinary basis $t_{00,40}=0.764\,\tau_{sg}=0.0102+0.0184i$, and $t_{31,33}=-0.484\,(-0.0204-0.0319i)=0.0099+0.0155i$.

The first-order s–g element needs the $l=4$ part of $x^2y^2z^2$. For a unit vector this is $A$ times

$$\frac{\langle x^2y^2z^2A\rangle}{\langle A^2\rangle}=\frac{\frac1{231}-\frac1{175}}{\frac{16}{525}}=-\frac1{22}.$$

Therefore

$$\tau_{sg}^{(1)}=\frac4{5\sqrt{21}}\int_0^Rr^2j_0j_4\Big[-a\frac{r^4}{R^4}-\frac b{22}\frac{r^6}{R^6}\Big]dr=0.0094\ \text{hartree bohr}^3$$

by numerical quadrature. The full element has modulus $0.028$, about three times larger, so first order establishes the coupling but not its size in this well.

## Unitarity and lower symmetry

Outside the well the radial wave is $j-2ik\,h\,t=\tfrac12[h^*+h(1-4ik\,t)]$, so $S=1-4ik\,t$. Flux conservation, $S^\dagger S=1$, gives

$$t-t^\dagger=-4ik\,t^\dagger t .$$

The matrix product runs over *all* channels. The same representations recur at higher $l$, so the $l\le4$ part need not satisfy this relation by itself. In the well above, its largest violation is $3.7\times10^{-4}$ hartree bohr³.

The 15 complex numbers reduce to 15 real ones if $V$ is projected on $l\le4$. Then $S$ is unitary and symmetric, and $K=-i(S-1)(S+1)^{-1}$ is Hermitian and symmetric, hence real (if $S$ has no eigenvalue $-1$). It has the same block structure.

The word "cubic" must also name the group. In $T_d$ the quarter turns and the $C_2'$ rotations appear combined with inversion. Odd representations change sign there, which exchanges the labels 1 and 2: $A_{2u}\to A_1$, $T_{1u}\to T_2$, $T_{2u}\to T_1$. The blocks become $A_1$ (s, f, g), $E$ (d, g), $T_1$ (f, g) and $T_2$ (p, d, f, g), with $6+3+3+10=22$ elements after reciprocity.

Adding $c\,xyz/R^3$ with $c=1$ hartree to the well, and keeping $l\le4$ throughout, gives an s–f element of modulus $0.0058$ and a p–d element $t_{10,2-2}$ of modulus $0.0019$ hartree bohr³. Both vanish under $O_h$, where parity separates the channels.

All numerical values are calculated from the stated model.
